# Why channelled backscattering overcounts displaced atoms, and how to correct it

Take a tungsten crystal in which implantation has displaced atoms down to about 250 nm. Send helium ions along a crystal axis, record the backscattered yield, subtract the yield of an undamaged crystal, and read the excess as displaced atoms. In the model example below, this reports 4.0 % of the atoms displaced at 300 nm, where the assumed profile has 0.005 %. Summed to 400 nm, it finds \(17.6\times10^{16}\) displaced atoms per cm² instead of \(10.6\times10^{16}\), an excess of 65 %. An annealing study based on such profiles would follow damage that is partly absent.

The cause is that a displaced atom acts twice. It can scatter an ion back to the detector, which is the wanted signal. Far more often it deflects an ion slightly, enough to throw it out of its channel. That ion then travels on as if the crystal were amorphous, and deeper down it backscatters from atoms on perfectly regular sites. The virgin crystal contains no such extra ions, so subtracting its yield cannot remove their signal.

## Two beams in one crystal

At depth \(z\), let \(c(z)\) be the fraction of atoms that are displaced. Let \(\chi_D\) and \(\chi_V\) be the aligned yields of the damaged and the virgin crystal, each divided by the yield for a randomly oriented crystal at the same depth. Divide the beam into two parts:

- a randomized fraction \(\chi_R(z)\), which sees every atom;
- a channelled fraction \(1-\chi_R(z)\), which sees displaced atoms alone, because the rows steer it away from regular ones.

Assume for now that displaced atoms lie at random positions across the channel and that the channelled flux is uniform there. A channelled ion then meets a displaced atom as readily as a random ion does, and

\[
\chi_D=\chi_R+(1-\chi_R)\,c .
\tag{1}
\]

Solving for \(c\) gives

\[
c=\frac{\chi_D-\chi_R}{1-\chi_R}.
\tag{2}
\]

The baseline to subtract is thus the randomized fraction in the *damaged* crystal. In the virgin crystal \(c=0\), so (1) says that \(\chi_V\) is the virgin randomized fraction. Putting it in place of \(\chi_R\) gives the naive estimate

\[
c_{\rm naive}=\frac{\chi_D-\chi_V}{1-\chi_V}=1-g,\qquad
g=\frac{1-\chi_D}{1-\chi_V}.
\tag{3}
\]

The second form follows from \(\chi_D-\chi_V=(1-\chi_V)-(1-\chi_D)\).

## How the randomized fraction grows

Let \(r_V(z)\) be the probability per unit length that a channelled ion is lost in the virgin crystal, by thermal vibrations and electrons. Let \(n\) be the atomic density and \(\sigma\) the cross-section with which one displaced atom dechannels an ion. With \(nc\) displaced atoms per volume, the added loss rate is \(n\sigma c=\lambda c\), where \(\lambda=n\sigma\). If damage leaves \(r_V\) unchanged and no ion returns to a channel,

\[
\frac{d\chi_R}{dz}=(1-\chi_R)(r_V+\lambda c),
\qquad
\frac{d\chi_V}{dz}=(1-\chi_V)\,r_V .
\tag{4}
\]

Dividing by the channelled fractions turns these into

\[
\frac{d}{dz}\ln(1-\chi_R)=-r_V-\lambda c,\qquad
\frac{d}{dz}\ln(1-\chi_V)=-r_V .
\]

Subtraction removes \(r_V\). Both crystals have the same randomized fraction on entry, so integrating from the surface gives

\[
1-\chi_R=(1-\chi_V)\,u,\qquad
u(z)=\exp\!\left[-\lambda\int_0^z c(s)\,ds\right].
\tag{5}
\]

The factor \(u\) is the chance of passing all shallower displaced atoms without being dechannelled by one. From (1), \(1-\chi_D=(1-\chi_R)(1-c)\). Dividing by \(1-\chi_V\) and using (5),

\[
g=(1-c)\,u .
\tag{6}
\]

The error of the naive estimate is therefore

\[
c_{\rm naive}-c=1-(1-c)u-c=(1-c)(1-u).
\tag{7}
\]

Each factor has a meaning: \(1-u\) is the share of otherwise channelled ions that damage has randomized, and \(1-c\) is the share of atoms on regular sites, from which those ions wrongly produce a signal. Within this model the error is positive wherever \(c<1\) and some displaced atoms lie at shallower depth. For weak dechannelling it is approximately \((1-c)\lambda\int_0^z c\,ds\). It accumulates with depth, and behind the damage it remains as a plateau of height \(1-u\).

## Removing the unknown from the exponent

Equation (6) does not yet give \(c\), since \(u\) depends on \(c\) at all shallower depths. But differentiating (5) gives \(u'=-\lambda cu\), or \(cu=-u'/\lambda\). Insert this into (6):

\[
g=u-cu=u+\frac{u'}{\lambda}
\quad\Longrightarrow\quad
u'+\lambda u=\lambda g,\qquad u(0)=1 .
\tag{8}
\]

The problem has become linear. Multiplying by \(e^{\lambda z}\) makes the left side \((ue^{\lambda z})'\), and integration from the surface yields

\[
u(z)=e^{-\lambda z}\left[1+\lambda\int_0^z g(s)e^{\lambda s}\,ds\right],
\qquad
c(z)=1-\frac{g(z)}{u(z)} .
\tag{9}
\]

This is the correction. It needs the aligned spectra of the damaged and the virgin crystal, a random spectrum to normalize them, and one number, \(\lambda\). The same result can be built up in thin layers: find \(c\) in the first layer from (2), use it to advance \(\chi_R\), and continue downward.

Uniform damage \(c=c_0\) shows how it works. Equation (5) gives \(u=e^{-\lambda c_0z}\), so the naive profile is \(1-(1-c_0)e^{-\lambda c_0z}\), which climbs with depth although the damage is flat. Put \(g=(1-c_0)e^{-\lambda c_0z}\) into (9). The integral term is

\[
\lambda(1-c_0)\int_0^z e^{\lambda(1-c_0)s}ds=e^{\lambda(1-c_0)z}-1 .
\]

The bracket is then \(e^{\lambda(1-c_0)z}\), so \(u=e^{-\lambda c_0z}\) and \(c=c_0\). In the opposite extreme, a fully disordered layer with \(c=1\), the naive value is right inside the layer, because no regular atoms are left to produce a false signal. It is wrong again behind it.

## How large is the cross-section?

A displaced atom dechannels an ion if it deflects it beyond a critical angle. Write \(e^2\) for the squared charge divided by \(4\pi\varepsilon_0\), \(Z_1\) and \(Z_2\) for the charges of probe and target nuclei, \(E\) for the ion energy and \(d\) for the atomic spacing along the row. A standard approximation for the potential of a row at distance \(\rho\) is

\[
U(\rho)=\frac{Z_1Z_2e^2}{d}\ln\!\left(1+\frac{3a^2}{\rho^2}\right),
\]

with \(a\) the screening radius. An ion at a small angle \(\psi\) has transverse energy \(E\psi^2\). Setting this equal to \(2Z_1Z_2e^2/d\), the potential at \(\rho\approx0.69a\), gives the characteristic angle

\[
\psi_1=\left(\frac{2Z_1Z_2e^2}{Ed}\right)^{1/2}.
\tag{10}
\]

This sets a scale, not a sharp boundary, and it applies for \(\psi_1<a/d\).

For an unscreened nucleus, much heavier than the ion, the Rutherford cross-section is \((Z_1Z_2e^2/4E)^2/\sin^4(\theta/2)\) per solid angle. With \(s=\sin(\theta/2)\), the solid angle element is \(2\pi\sin\theta\,d\theta=8\pi s\,ds\), so the cross-section for angles above \(\psi_1\) is

\[
\sigma_{\rm bare}=\left(\frac{Z_1Z_2e^2}{4E}\right)^2 8\pi\int_{\sin(\psi_1/2)}^1\frac{ds}{s^3}
=\frac{\pi}{4}\left(\frac{Z_1Z_2e^2}{E}\right)^2\cot^2\frac{\psi_1}{2}.
\]

For small angles \(\cot(\psi_1/2)\approx2/\psi_1\). With (10),

\[
\sigma_{\rm bare}\approx\pi\left(\frac{Z_1Z_2e^2}{E\psi_1}\right)^2
=\frac{\pi Z_1Z_2e^2d}{2E}=\frac{\pi d^2\psi_1^2}{4}.
\tag{11}
\]

Electrons screen the nucleus and reduce this. For a screened potential \(V\) and impact parameter \(b\), the transverse impulse divided by the momentum gives \(\theta(b)=-(1/2E)\,d/db\int V\,dx\) along a straight path. Solving \(\theta(b_c)=\psi_1\) then gives \(\sigma=\pi b_c^2\).

## Tungsten probed with 2 MeV helium

The beam runs along ⟨100⟩, with \(d=0.3165\) nm and \(n=63.08\) nm⁻³. The assumed damage is a Gaussian with peak \(c=0.15\) at 120 nm and standard deviation 45 nm. The virgin yield starts at 0.020 and \(r_V=1.0\times10^{-4}\) nm⁻¹.

The critical angle is \(\psi_1=0.0260\) rad, or 1.49°, below \(a/d=0.034\). Equation (11) gives \(\sigma_{\rm bare}=\pi(0.3165)^2(0.02595)^2/4=5.30\times10^{-5}\) nm². With the Molière screening function, \(b_c=0.00351\) nm and \(\sigma=3.88\times10^{-5}\) nm² \(=3.88\times10^{-19}\) cm², a reduction of 27 %. This uses \(a=0.8853\,a_0\,(Z_1^{2/3}+Z_2^{2/3})^{-1/2}=0.0107\) nm, with \(a_0\) the Bohr radius. Other common choices of \(a\) move \(\sigma\) by about 2 %, and the ZBL universal potential raises it by about 7 %. A Newtonian trajectory at this \(b_c\) is deflected by 0.996 of \(\psi_1\), which supports the straight-path formula. Then

\[
\lambda=63.08\times3.877\times10^{-5}\ \text{nm}^{-1}=2.45\times10^{-3}\ \text{nm}^{-1}.
\]

At the damage peak \(u=0.9797\) and \(\chi_V=0.0317\). Equation (5) gives \(\chi_R=1-0.9683\times0.9797=0.0514\), and (1) gives \(\chi_D=0.0514+0.9486\times0.15=0.1937\). Reading this backwards with the virgin baseline,

\[
c_{\rm naive}=\frac{0.1937-0.0317}{0.9683}=0.167,
\]

an excess of 0.017, equal to \((1-0.15)(1-0.9797)\). The peak is thus only 12 % too high. The tail suffers more:

| Depth (nm) | True \(c\) | Naive \(c\) | \(u\) |
|---|---|---|---|
| 120 | 0.150 | 0.167 | 0.980 |
| 200 | 0.031 | 0.069 | 0.961 |
| 300 | 0.000 | 0.040 | 0.960 |

The integral of \(c\) to 400 nm is 16.9 nm, so \(\lambda\int c\,ds=0.041\), which accounts for the plateau. The 65 % excess in the total belongs to this integration depth: every further 100 nm would add about 4 nm to an integral whose true value has stopped growing.

Formula (9) restores the input profile to about \(10^{-7}\) when the spectrum comes from numerical integration of (4). That tests the algebra of the inversion, not the physics. A more demanding test followed 300,000 ions through individually placed displaced atoms, and counted an ion as random after its first deflection above \(\psi_1\) or after a virgin loss. With the yield still given by (1), the recovered \(c\) was within 0.0004 of the input in this run. That figure is sampling noise, which for this number of ions can reach about 0.001 in other runs. The exponential in (5) thus does follow from independent encounters.

## Letting the spectrum fix \(\lambda\)

Since \(\psi_1\) is merely a scale, the calculated \(\sigma\) should not be trusted closely. If a depth window behind the damage is known to be free of displaced atoms, \(\lambda\) can be chosen so that (9) gives zero there.

To see that this works, let \(v=\partial u/\partial\lambda\) at fixed \(g\). Differentiating (8) gives \(v'+\lambda v=g-u\). At the true \(\lambda\), \(g-u=-cu\), and \(v(0)=0\), so

\[
v(z)=-\int_0^z e^{-\lambda(z-s)}c(s)u(s)\,ds<0 .
\tag{12}
\]

Because \(\partial(1-g/u)/\partial\lambda=gv/u^2\), the residual behind the damage falls through zero as \(\lambda\) passes its true value. Too small a \(\lambda\) leaves a false plateau; too large a one gives negative concentrations. For very large \(\lambda\), however, (8) drives \(u\) towards \(g\) within a length \(1/\lambda\), and the residual fades for any spectrum. That is no calibration. The root wanted is the crossing from positive to negative. In the example, with noise-free spectra, there was one root between 0.05 and 5 times the true \(\lambda\), and it reproduced \(\lambda\) to 0.02 %. Counting noise in a real spectrum makes the fitted value less certain.

A value of \(\lambda\) 30 % too high lowers the peak from 0.150 to 0.145 and gives \(-0.007\) at 300 nm. A correction can therefore undercount. The error at 300 nm is smaller than \(0.3\times0.041=0.012\) because of the exponential in (12): the inversion partly forgets errors made at shallower depth, here by a factor of about \(e^{-\lambda(300-120)}=0.64\), or 0.66 with the ratio \(u(s)/u(z)\) included, for a small error in \(\lambda\), and somewhat more strongly when \(\lambda\) is 30 % too high.

The spectrum cannot fix everything. Suppose channelled ions meet displaced atoms with relative flux \(f\) instead of 1. Backscattering and dechannelling both need an approach much closer than the width of the channel, so both are weighted by nearly the same \(f\), taken as equal here. Then (6) becomes \(g=(1-fc)u\), and the loss rate \(\lambda fc\) gives \(u'=-\lambda fcu\). Together,

\[
g=u-fcu=u+\frac{u'}{\lambda} .
\]

This is (8) unchanged. The window still fixes \(\lambda\), but (9) returns the product \(fc\). Separating \(f\) from \(c\) requires knowledge of where in the channel the atoms sit, for instance from measurements along several axes.

## What the model leaves out

**Accumulated deflections.** Several small kicks can dechannel an ion that no single kick would. When the ion-by-ion calculation added the deflections as vectors, ignoring steering by the rows between them, the fitted \(\lambda\) rose by a factor of 1.22. With the single-scattering \(\lambda\), a plateau of 0.005 remained. After fitting, the largest error in \(c\) was 0.002, against 0.049 for the naive estimate. The exponential law is then no longer exact, but a fitted \(\lambda\) absorbs most of the difference.

**Probe and detector.** At a rough stopping power of 0.70 keV/nm, the ion loses about a tenth of its energy in 300 nm, which raises \(\sigma\) with depth. After fitting, this costs 0.0002 in \(c\). A rough detector resolution of 15 keV blurs depth by 11 nm and costs at most 0.0008 at depths beyond about 20 nm. Counting noise is larger. From (2), \(\delta c\approx\delta\chi_D/(1-\chi_R)\), and with 5000 random counts in a depth bin the peak has

\[
\delta c\approx\frac{\sqrt{0.1937/5000}}{0.9486}=0.0066 .
\]

This takes \(\lambda\) and both the virgin and the random spectrum as noise-free.

**Dislocations.** These bend the channels and dechannel ions while offering few displaced atoms for direct backscattering. An ion following curvature \(\kappa\) needs a transverse force \(2E\kappa\). Near a screw dislocation with Burgers length \(b_B\), lying perpendicular to the beam and passed at distance \(r\), the rows are displaced by \((b_B/2\pi)\arctan(x/r)\), whose greatest curvature is \((3\sqrt3/8)\,b_B/(2\pi r^2)\). The row potential supplies a force \(F=3Z_1Z_2e^2/(2da)\) at \(\rho=a\). Equating the two gives a dechannelling width

\[
w=2r=2\left[\frac{3\sqrt3}{8}\,\frac{b_B}{2\pi}\,\frac{2E}{F}\right]^{1/2}\propto\sqrt E .
\]

For \(b_B=\sqrt3\,d/2\) the formula gives 2.2 nm. A screw with this Burgers vector actually lies along ⟨111⟩, 55° from the ⟨100⟩ beam. That multiplies the curvature by \((2/3)^{3/2}\) and gives \(w=1.6\) nm, and the shorter projected line length lowers the effective value to 1.3 nm. The formula has a more serious weakness. It treats the bend as long and steady. At \(r=1.1\) nm the bend is only about 2 nm long, while an ion at angle \(\psi_1\) needs about 9 nm to cross from one row to the next, so it has little time to respond. Only the few ions that a row sweeps past closely are then lost. The true width may be smaller by a factor of several to some tens, depending strongly on the transverse energy at which an ion counts as lost, and 2.2 nm serves here only as an illustrative input.

The \(\sqrt E\) law does not need a steady bend. With row displacement \(\mathbf u(x/r)\) and row force \(\mathbf F\), the transverse position \(\boldsymbol\rho\) obeys \(2E\,d^2\boldsymbol\rho/dx^2=\mathbf F(\boldsymbol\rho-\mathbf u)\). Measuring \(x\) and \(r\) in units proportional to \(\sqrt E\) removes \(E\) from this equation, and the transverse energy at which an ion is lost, \(E\psi_1^2\), does not depend on \(E\) either.

A density \(\rho_d\) of lines perpendicular to the beam adds \(w\rho_d\) to the loss rate. With \(w=2.2\) nm, about \(1.7\times10^{10}\) cm⁻² would match the displaced atoms at the damage peak; a smaller width would require proportionally more.

If this rate followed \(c(z)\), fitting \(\lambda\) would absorb it completely, since the total would still be proportional to \(c\). If it does not, a clean window behind the damage can hide a wrong profile. With \(w=2.2\) nm and a peak density of \(5\times10^9\) cm⁻² centred 40 nm deeper than the displaced atoms, the calculated \(\lambda\) leaves a plateau of 0.008. Fitting removes the plateau on average, yet the largest error in \(c\) is still 0.004.

The probe energy helps to tell the two apart. From 2 to 4 MeV, with the damage held fixed, \(\sigma\) falls to 0.55 of its value while \(w\) rises to 1.41 times its value. It does not fall to one half, as (11) would suggest, because closer collisions are less screened. A plateau that grows with energy therefore points to bent channels as the larger cause. One that shrinks does not exclude them: for weak dechannelling, the plateau grows only if bent channels supply more than about \((1-0.55)/(1.41-0.55)=0.52\) of the damage-induced loss at the lower energy. Isolated displaced atoms alone would bring it down to about 0.55 of its value, or slightly less when small deflections accumulate, so a clearly smaller drop suggests a mixture. The price is signal: the Rutherford backscattering yield falls as \(1/E^2\), so four times the ion dose is needed for the same counts.

In real tungsten the assumption that dechannelling by damage follows \(c(z)\) is doubtful. Heavy-ion damage there leaves the metal crystalline, and much of it gathers into dislocation loops and lines. The Gaussian profile and its peak of 0.15 are values chosen to illustrate the method, not a measurement. If dislocations reached the matching density, \(1.7\times10^{10}\) cm⁻² for \(w=2.2\) nm, with the same 40 nm offset, scaling the error in proportion gives roughly 0.013 in \(c\), or 9 % of the peak. Small loops do not bend channels as long straight lines do, and \(w\) itself is uncertain, so this illustrates the error rather than predicting it. For such a crystal, (9) with a fitted \(\lambda\) removes the false plateau, but an independent check for bent channels, such as measurements at two energies, is needed before the remaining profile can be read as displaced atoms. The numerical output below lists the values used here.

## Computed results

```
probe energy: 2.0 MeV; row spacing: 0.3165 nm
atomic density: 63.08 nm^-3
damage peak 0.15, centre 120 nm, sd 45 nm
virgin surface yield: 0.020
virgin dechannelling rate: 1.0e-04 nm^-1
screening radius: 0.01069 nm
critical angle: 0.02595 rad = 1.487 deg
angle limit, screening radius/spacing: 0.03377 rad
critical impact parameter: 0.00351 nm
trajectory angle / critical angle: 0.9961
bare cross-section: 5.298e-05 nm^2
screened cross-section: 3.877e-05 nm^2 = 3.877e-19 cm^2
screened cross-section at 4 MeV: 2.126e-05 nm^2
lambda: 2.4460e-03 nm^-1
z=120 nm: chi_V 0.0317, chi_R 0.0514, chi_D 0.1937
  u 0.9797; c true 0.1500, naive 0.1673, corrected 0.1500
z=200 nm: chi_V 0.0394, chi_R 0.0768, chi_D 0.1053
  u 0.9611; c true 0.0309, naive 0.0686, corrected 0.0309
z=300 nm: chi_V 0.0490, chi_R 0.0874, chi_D 0.0874
  u 0.9596; c true 0.0001, naive 0.0404, corrected 0.0001
integral of c to 400 nm: 16.855 nm
displaced atoms, true: 10.633 x 1e16 cm^-2
displaced atoms, naive: 17.550 x 1e16 cm^-2
displaced atoms, corrected: 10.633 x 1e16 cm^-2
naive overcount of total: 65.1 %
largest naive error in c: 0.0404
largest closed-formula error in c: 1.2e-07
fitted lambda / input lambda: 1.00023
roots for lambda ratio 0.05 to 5: 1
Monte Carlo ions: 300000
single-scattering Monte Carlo error in c: 0.0004
plural: fitted lambda / single lambda: 1.225
plural: plateau left with single lambda: 0.0054
plural: largest error, naive 0.0487, fitted 0.0019
stopping power (rough): 0.70 keV/nm
energy loss: largest fitted error in c: 0.00021
detector FWHM: 15 keV; depth FWHM: 11.0 nm
depth resolution: largest error in c: 0.0008
counting noise in c at peak, 5000 random counts: 0.0066
lambda 30% high: c at peak 0.1452, at 300 nm -0.0072
dislocation width: 2.19 nm; at 4 MeV: 3.10 nm
dislocation density matching peak rate: 1.68e+10 cm^-2
test dislocation density: 5.0e+09 cm^-2, 40 nm deeper
dislocations: plateau left with input lambda: 0.0079
dislocations: largest fitted error in c: 0.0039
```
